# Folding a Nonoverlapping Environment into the Screened Interaction of GW, part 2

The problem is the shift $\Delta E$ of the $G_0W_0$ levels of a subsystem 1 due to a polarizable environment 2. Hartree atomic units, real orbitals, closed shells and the direct RPA are used. Nonoverlap means (i) the mean-field Hamiltonian is block diagonal, each block containing the static field of both parts, and (ii) $\phi_p(\mathbf r)\phi_q(\mathbf r)=0$ for $p$ in 1 and $q$ in 2.

$v_{ab}$ is the Coulomb integral between densities $\rho_a,\rho_b$, $W_{ab}$ the screened one, and $W^c=W-v$. A pair $K=(ia)$, occupied and empty, has $\rho_K=\phi_i\phi_a$ and gap $\Delta_K$:

$$\chi_0=\sum_K\rho_K(\mathbf r)\,P_K\,\rho_K(\mathbf r'),\qquad P_K=\frac{2}{\omega-\Delta_K}-\frac{2}{\omega+\Delta_K}=\frac{4\Delta_K}{\omega^2-\Delta_K^2}.\tag{1}$$

Block 1 holds the pairs $p$ and test densities $x$ of the subsystem, block 2 the pairs of the environment. $P_1$ (zero on $x$) and $P_2$ are diagonal. With $v_r=v_{12}\chi_{\rm env}v_{21}$ and $\tilde v=v_{11}+v_r$,

$$\chi_{\rm env}=(P_2^{-1}-v_{22})^{-1},\quad\text{equivalently}\quad\chi_{\rm env}=P_2+P_2v_{22}\chi_{\rm env},\tag{3}$$

$$W^c_{xx}=v_{r,xx}+\tilde v_{xp}\,(P_1^{-1}-\tilde v_{pp})^{-1}\,\tilde v_{px}.\tag{5}$$

Joint diagonalization over all pairs, with modes $\Omega_s$ and eigenvectors $Z_s$, gives

$$W^c_{ab}(\omega)=\sum_sw^s_aw^s_b\,\frac{2\Omega_s}{\omega^2-\Omega_s^2},\qquad w^s_a=\sqrt{2/\Omega_s}\,\sum_Kv_{aK}\Delta_K^{1/2}Z_{Ks}.\tag{6}$$

Let $W_g$ be $W$ with $v_r=0$ at the same orbitals, and $\Delta W=W-W_g$. In block 1,

$$\Delta W=(1+v\chi_g)\;v_r\;(1+\tilde\chi\tilde v),\tag{7}$$

where $\chi_g=(P_1^{-1}-v_{pp})^{-1}$ and $\tilde\chi=(P_1^{-1}-\tilde v_{pp})^{-1}$ on $p$, zero elsewhere.

With Hartree–Fock levels $\varepsilon_m$, $x_m=\omega-\varepsilon_m$, $s_m=+1$ for occupied and $-1$ for empty $m$, $nm$ denoting $\phi_n\phi_m$, and $W^c_m=W^c_{nm,nm}$ (likewise $\Delta W_m$),

$$\Sigma^c_{nn}(\omega)=\sum_{m,s}\frac{(w^s_{nm})^2}{x_m+s_m\Omega_s}.\tag{8}$$

$$\Sigma^c_{nn}(\omega)=\sum_m\Big\{-\tfrac12\mathrm{sgn}(x_m)W^c_m(0)-\frac1\pi\int_0^\infty\! d\nu\,\frac{[W^c_m(i\nu)-W^c_m(0)]\,x_m}{x_m^2+\nu^2}-s_m\theta(-s_mx_m)W^c_m(x_m)\Big\}.\tag{10}$$

At $x_m=0$, $\mathrm{sgn}\,x_m=s_m$ with no residue. With $\Sigma_g$ from $W_g$, $E_g=\varepsilon_n+\Sigma_g(E_g)$ and $\Delta\Sigma=\Sigma^c-\Sigma_g$, to first order

$$\Delta E=Z\,\Delta\Sigma(E_g),\qquad Z=[1-\Sigma_g'(E_g)]^{-1}.\tag{11}$$

Static $v_r$ means $v_r(0)$ in (5) with $P_1(\omega)$ kept; ΔCOHSEX takes $\Delta E=-\tfrac12\sum_ms_m\Delta W_m(0)$.

## The far limit

Put the subsystem at the origin and the centre of the environment at $R\hat{\mathbf z}$, with $\mathbf r'=R\hat{\mathbf z}+\mathbf u$ and $\mathbf s=\mathbf u-\mathbf r$:

$$\frac1{|R\hat{\mathbf z}+\mathbf s|}=\frac1R-\frac{s_z}{R^2}+\frac{3s_z^2-s^2}{2R^3}+\dots$$

A transition density is neutral by orthogonality, so terms free of $\mathbf u$ drop out. The term linear in both $\mathbf u$ and $\mathbf r$ is $-(3u_zr_z-\mathbf u\cdot\mathbf r)/R^3=-(2u_zr_z-u_xr_x-u_yr_y)/R^3$. With $\mathbf d_K=\int\rho_K\mathbf u$, $q_a=\int\rho_a$ and $z_a=\int\rho_az$,

$$v_{aK}=-\frac{d_{K,z}}{R^2}\Big(q_a+\frac{2z_a}{R}\Big)+\dots$$

The omitted $R^{-3}$ terms carry transverse dipoles or the quadrupole of $\rho_K$. For a centrosymmetric linear environment along $z$ they do not couple to $d_z$ through $\chi_{\rm env}$, by symmetry, and first enter $v_r$ at $R^{-6}$. With $\alpha(\omega)=-d_z^T\chi_{\rm env}d_z$, the direct-RPA polarizability,

$$v_{r,ab}=-\frac{\alpha(\omega)}{R^4}\Big[q_aq_b+\frac{2}{R}(q_az_b+z_aq_b)\Big]+O(R^{-6}).$$

The dressing in (7) adds neutral densities $\rho_p$, so it leaves $q$ unchanged and replaces $z_a$ by the screened moment $\tilde z_a$. Since $q_{nm}=\delta_{nm}$, the elements with $m\ne n$ are $O(R^{-6})$ and $\Delta W_n=-(\alpha/R^4)(1+4\tilde z_n/R)+O(R^{-6})$. At $\omega=\varepsilon_n$ the $m=n$ term of (10) is $-\tfrac12s_n\Delta W_n(0)$, which is the same for dynamic and static $v_r$. Hence

$$\Delta\Sigma_{nn}(\varepsilon_n)=s_n\,\frac{\alpha(0)}{2R^4}\Big(1+\frac{4\tilde z_n}{R}+O(R^{-2})\Big),\tag{12}$$

and the two treatments differ at relative order $R^{-2}$. The leading term is classical: a unit charge induces a dipole $\alpha/R^2$ and gains $\alpha/2R^4$, which lowers the ionization energy and raises the electron affinity. The $G_0W_0$ shift differs from this value. Written as in (6), $\alpha(\omega)=\sum_s2\Omega_s\mu_s^2/(\Omega_s^2-\omega^2)$ over the modes of the environment, and (8) and (11) give at leading order

$$\Delta E=s_nZ\sum_s\frac{\mu_s^2/R^4}{\Omega_s+s_n(E_g-\varepsilon_n)},\tag{13}$$

to be compared with $\alpha(0)/2R^4=\sum_s\mu_s^2/\Omega_sR^4$. Neither $1-Z$ nor $E_g-\varepsilon_n$ vanishes as $R\to\infty$. By (8) $\Sigma_g'<0$, so $0<Z<1$. If also $s_n(E_g-\varepsilon_n)\ge0$, as for both levels of the example, the shift is below the classical value; otherwise the off-shell denominator enlarges it and competes with $Z$.

## Real overlap

For real molecules (ii) holds up to an overlap $S$. Order counting gives a second-order error: a charge-transfer density is $O(S)$ and enters (1) squared, and an admixture $O(S)$ of a foreign orbital changes a pair density by that admixture times a cross product, itself $O(S)$. The counting assumes that the coupling is small against the spacing of levels of equal symmetry on the two parts. It fails near such a resonance and across a chemical bond, and it gives no prefactor.

## Procedure

1. Converge the block-diagonal mean field and diagonalize each block of the Fock matrix.
2. Form $v_{11}$ over $x$ and $p$, with $x$ the pairs $nm$ for the wanted $n$ and all $m$ of 1, and form $v_{12}$ and $v_{22}$.
3. At $\nu=0$ and each grid point, build (3), $v_r$ and (5), and store the diagonal. The example uses 64 Gauss–Legendre nodes $t$ with $\nu=(1+t)/(1-t)$ Ha and $d\nu=2\,dt/(1-t)^2$.
4. Iterate $E\leftarrow\varepsilon_n+\Sigma^c(E)$ with (10), once with $v_r$ and once without. The iteration converges from a start close enough to the solution if $|\Sigma'|<1$ there.

## Worked example: water next to N$_2$

Water is the subsystem ($r_{\rm OH}=1.81$ bohr, angle $104.5^\circ$) and N$_2$ the environment ($r_{\rm NN}=2.07$ bohr), both rounded near-equilibrium geometries. N$_2$ lies along the $C_2$ axis on the oxygen side, its centre $R=10$ bohr from O, with the hydrogens at negative $z$. The level is all-electron $G_0W_0$@HF/cc-pVDZ without density fitting, with 95 pairs on water and 147 on N$_2$. The basis is small, the LUMO (L) lies at positive energy and is a basis-set state, and direct RPA omits exchange from the response, so the numbers test the algebra and are not predictions of measured levels. The full set is in the numerical output below.

The algebra was tested as follows. Equation (5) agrees with the joint diagonalization (6) to $2.7\times10^{-15}$ Ha, and (7) with the difference of two diagonalizations to $7.5\times10^{-16}$ Ha, at $\omega=0$, $0.1$, $0.5i$ and $5i$ Ha. The eigenvalues of $v_r$ and $\Delta W$ are nonpositive to within $10^{-9}$ Ha at the three points on the imaginary axis. Equation (10) agrees with (8) to $1.5\times10^{-15}$ Ha at $\varepsilon_n$ and $\varepsilon_n\pm0.03$ Ha, which includes active residues. Replacing $\chi_{\rm env}$ by $P_2$ fails: the HOMO (H) element $\Delta W_H(0)$ becomes $-1.4528$ in place of $-0.8230$ mHa, a factor $1.77$, near the ratio of polarizabilities $15.5703/8.5745=1.82$ that the far limit would give.

The dressing of (7) gives $\Delta W/v_r=0.8230/0.8863=0.929$ for H and $0.5336/0.5167=1.033$ for L. Screening weakens one element and strengthens the other. At the order of (12) this means that it moves the HOMO charge away from N$_2$ and the LUMO charge towards it.

| quantity | HOMO | LUMO |
|---|---|---|
| $\varepsilon_n$ (Ha) | $-0.492274$ | $0.186090$ |
| $E_g$ (Ha) | $-0.445936$ | $0.173577$ |
| $Z$ | $0.9506$ | $0.9892$ |
| $\Delta\Sigma(\varepsilon_n)$ (mHa) | $0.4104$ | $-0.2744$ |
| $\Delta\Sigma(E_g)$ (mHa) | $0.3962$ | $-0.2717$ |
| $\Delta E$ (mHa) | $0.3766$ | $-0.2687$ |
| static $v_r$ (mHa) | $0.3879$ | $-0.2760$ |
| ΔCOHSEX (mHa) | $0.4083$ | $-0.2784$ |

$E_g$ is not the level of free water, because the orbitals contain the static field of N$_2$; $\Delta E$ is the polarization shift at fixed orbitals. Equation (11) gives $0.9506\times0.3962=0.377$ and $0.9892\times(-0.2717)=-0.269$ mHa, in agreement with $\Delta E$. The shifts are $+10.2$ and $-7.3$ meV, and the gap changes by $-0.2687-0.3766=-0.645$ mHa, or $-17.6$ meV. These values are not converged in the basis. With aug-cc-pVDZ at the same geometry, $\alpha$ rises from $8.57$ to $9.17$ bohr$^3$ ($9.00$ for free N$_2$ in cc-pVTZ), $\varepsilon_L$ falls from $0.186$ to $0.035$ Ha, $Z$ becomes $0.933$ and $0.996$, the shifts become $+10.8$ and $-9.8$ meV, and the gap change becomes $-20.6$ meV.

The classical value is $8.5745/(2\times10^4)=0.4287$ mHa. For H the $m=n$ term is $0.8230/2=0.4115$ mHa, the terms $m\ne n$ add $0.4104-0.4115=-0.0011$ mHa, the off-shell factor is $0.3962/0.4104=0.965$, and $Z$ supplies the rest. Reading (13) with one effective pole, $\Omega/(\Omega+x)=0.965$ at $x=E_g-\varepsilon_H=0.0463$ Ha gives $\Omega\approx1.3$ Ha. The decay on the imaginary axis, $v_r(0.5i)/v_r(0)=0.7598/0.8863=0.857=\Omega^2/(\Omega^2+0.25)$, gives $\Omega\approx1.2$ Ha. The lowest pole of N$_2$, $0.7862$ Ha, is dark and carries no weight in $\alpha$ or in the HOMO element of $v_r$. The poles at $1.06$, $1.27$ and $1.62$ Ha carry $53\%$, $28\%$ and $10\%$ of $\alpha(0)$, and the effective values are averages over such poles. The value $1.25$ Ha predicts for L, with $|x|=0.0125$ Ha, the factor $0.990$, as found from $0.2717/0.2744$. For L the $m=n$ term is $-0.2668$ mHa and the others add $-0.0076$ mHa.

Relative to $\Delta E$, static $v_r$ overshoots by $3.0\%$ (H) and $2.7\%$ (L), and ΔCOHSEX by $8.4\%$ and $3.6\%$. ΔCOHSEX shares its $m=n$ term with $\Delta\Sigma(\varepsilon_n)$ and differs from it by $0.5\%$ and $1.5\%$, through $m\ne n$ sums of $-0.0032$ and $-0.0116$ mHa. For H its excess over $\Delta E$ is the absence of $Z$ and of the off-shell factor, $1/(0.9506\times0.965)=1.09$, less that $0.5\%$.

Equation (12) was tested with $\alpha$ from dipole integrals. The ratio $\Delta\Sigma(\varepsilon_n)/(\alpha/2R^4)$ is $0.9893$ and $0.9944$ for H at 80 and 160 bohr, and $-0.9377$ and $-0.9681$ for L. The combination $2f(160)-f(80)$ removes the $1/R$ term and gives $0.9996$ and $-0.9984$; static $v_r$ gives $0.9997$ and $-0.9983$. From 160 bohr, $\tilde z_H\approx-0.0056\times40=-0.2$ bohr and $\tilde z_L\approx-0.0319\times40=-1.3$ bohr. The LUMO charge sits on the hydrogen side, which is consistent with its smaller shift. At 10 bohr (12) itself would give for L about $0.5$ of the classical value, against $0.2668/0.4287=0.62$. A point charge placed at $\tilde z_L$, an estimate that agrees with (12) only to first order in $1/R$, gives $(10/11.3)^4=0.61$, but the same estimate for H gives $0.92$ against $0.96$. The $R^{-2}$ corrections are therefore not negligible at 10 bohr, and the close agreement for L is not a test of (12).

The nonoverlap assumption was checked against $G_0W_0$@HF of the whole complex with all integrals kept, a reference at the same level of theory. The difference collects the change of mean field, the larger basis and the charge-transfer pairs without separating them. Relative to the polarization shift at each distance it is as follows, with the nonadditivity of $\chi_0(0.5i)$ in the HOMO density given relative to the environment part.

| $R$ (bohr) | largest $S$ | H | L | $\chi_0$ |
|---|---|---|---|---|
| 8 | $2.9\times10^{-2}$ | $17\%$ | $130\%$ | $20\%$ |
| 10 | $1.0\times10^{-3}$ | $0.3\%$ | $10\%$ | $0.3\%$ |
| 12 | $3.6\times10^{-5}$ | $2\times10^{-6}$ | $0.07\%$ | $1\times10^{-6}$ |

The H entry at 12 bohr is $4\times10^{-10}$ Ha in absolute terms, below the SCF gradient threshold of $10^{-8}$; it and the $\chi_0$ entry beside it show only that the error is very small and are not resolved values. The tested statements are that the errors at 12 bohr are below $1\%$ and that the larger level error falls more than tenfold from 8 to 12 bohr. The data do not establish a clean $S^2$ law: $S^2$ falls by about 800 in each step, while the LUMO error falls by $0.79/0.028=28$ and then by $280$. At 10 bohr the HOMO shift is reproduced to $0.3\%$, but the LUMO error is a tenth of its shift, and at 8 bohr it exceeds the shift. These figures belong to cc-pVDZ, which has no diffuse functions, and $S$ is the overlap of basis functions. With aug-cc-pVDZ at 10 bohr the largest $S$ is $0.33$, the HOMO error is $3.5\%$ of its shift, and the LUMO error is $119\%$ of its shift and of the opposite sign ($+0.43$ mHa against $-0.028$ mHa). The distance at which the embedding becomes valid therefore depends on the basis. That the LUMO suffers more because it is more extended and borrows basis functions of N$_2$ is a conjecture. The validity of the embedding has to be judged level by level, against the size of the shift sought.

## Calculated quantities

```
geometry: r(OH)=1.81 bohr, angle=104.5 deg, r(NN)=2.07 bohr; G0W0@HF/cc-pVDZ
R=10.0 bohr; ph pairs: water 95, N2 147; grid points 64
max |W folded - W joint RPA| = 2.7e-15 Ha
max |two-sided screening form - dW| = 7.5e-16 Ha
lowest RPA pole: N2 0.7862 Ha, water 0.6970 Ha
alpha_zz(N2): direct RPA 8.5745 bohr^3, from chi0 15.5703 bohr^3
HH,HH: v=0.76044 Ha, Wc_gas(0)=-0.16314 Ha
HH,HH: v_r(0)=-0.8863 mHa, dW(0)=-0.8230 mHa, dW with chi0_env=-1.4528 mHa
LL,LL: v=0.30098 Ha, Wc_gas(0)=-0.00670 Ha
LL,LL: v_r(0)=-0.5167 mHa, dW(0)=-0.5336 mHa, dW with chi0_env=-0.9473 mHa
HH,HH: v_r(i 0.5 Ha)=-0.7598 mHa
max |Sigma contour folded - Sigma pole sum| = 1.5e-15 Ha
HOMO: eps=-0.492274 Ha, E_gas=-0.445936 Ha, E_emb=-0.445560 Ha = -12.1243 eV
HOMO: Z=0.9506, dSigma(E_gas)=0.3962 mHa, Z*dSigma=0.3767 mHa, dSigma(eps)=0.4104 mHa
HOMO: shift=0.3766 mHa = 10.25 meV
HOMO: shift static v_r=0.3879 mHa, dCOHSEX=0.4083 mHa, its m=n term=0.4115 mHa
LUMO: eps=0.186090 Ha, E_gas=0.173577 Ha, E_emb=0.173308 Ha = 4.7160 eV
LUMO: Z=0.9892, dSigma(E_gas)=-0.2717 mHa, Z*dSigma=-0.2687 mHa, dSigma(eps)=-0.2744 mHa
LUMO: shift=-0.2687 mHa = -7.31 meV
LUMO: shift static v_r=-0.2760 mHa, dCOHSEX=-0.2784 mHa, its m=n term=-0.2668 mHa
gap change=-0.6452 mHa = -17.56 meV
classical alpha/(2R^4)=0.4287 mHa
R=8 bohr: max AO overlap=2.9e-02, chi0 nonadditivity/env part=2.0e-01
  shift H,L=0.9227,-0.6026 mHa; super-emb H,L=-1.6e-01,-7.9e-01 mHa
  E_super H,L=-0.444622,0.172479 Ha
R=10 bohr: max AO overlap=1.0e-03, chi0 nonadditivity/env part=2.9e-03
  shift H,L=0.3766,-0.2687 mHa; super-emb H,L=-1.1e-03,-2.8e-02 mHa
  E_super H,L=-0.445561,0.173280 Ha
R=12 bohr: max AO overlap=3.6e-05, chi0 nonadditivity/env part=1.3e-06
  shift H,L=0.1817,-0.1380 mHa; super-emb H,L=4.4e-07,-1.0e-04 mHa
  E_super H,L=-0.446071,0.173232 Ha
R=80 bohr, dyn: dSigma(eps)/(alpha/2R^4) H,L = 0.9893,-0.9377
R=80 bohr, static: dSigma(eps)/(alpha/2R^4) H,L = 0.9892,-0.9379
R=160 bohr, dyn: dSigma(eps)/(alpha/2R^4) H,L = 0.9944,-0.9681
R=160 bohr, static: dSigma(eps)/(alpha/2R^4) H,L = 0.9944,-0.9681
extrapolated ratio, dyn: H,L = 0.9996,-0.9984
extrapolated ratio, static: H,L = 0.9997,-0.9983
```
